# Why Bleaching an Absorption Band Changes a Resist's Refractive Index: a numerical check

```python
"""
Result under test: removing a Lorentzian absorption band from a transparent
host lowers the refractive index below resonance and raises it above.
Model: N^2 = (n + i k)^2 = eps_host + chi(w), time factor exp(-i w t),
       chi(w) = S / (w0^2 - w^2 - i gamma w).
w, w0, gamma: photon energies in eV; S: band strength in eV^2.
Complete bleaching sets S to zero. Time is in hbar/eV inside the program.
Changes are always (after bleaching) minus (before bleaching).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn

HC = const.h * const.c / const.e * 1e9          # eV nm
HBAR_FS = const.hbar / const.e * 1e15           # fs per (1/eV)

# Rough values in the regime of a diazonaphthoquinone/novolak resist
centre_nm = 400.0
gamma = 0.50
alpha_um = 0.80
n_host = 1.65
eps_host = n_host**2
w0 = HC / centre_nm


def strength(wavelength_nm):
    """Band strength that gives absorption alpha_um at the band centre."""
    k_peak = alpha_um * 1e-3 * wavelength_nm / (4 * np.pi)
    n_peak = np.sqrt(eps_host + k_peak**2)
    return 2 * n_peak * k_peak * gamma * HC / wavelength_nm


S = strength(centre_nm)
k0 = alpha_um * 1e-3 * centre_nm / (4 * np.pi)


def chi(w, s=S, centre=w0, width=gamma):
    return s / (centre**2 - w**2 - 1j * width * w)


def root(eps):
    return np.sqrt(eps + 0j)


def kramers_kronig(imag_part, w, top=20.0):
    """Real part at w from a principal-value integral of the imaginary part."""
    near = quad(lambda x: x * imag_part(x) / (x + w), 0, top,
                weight='cauchy', wvar=w, limit=500, epsabs=1e-10)[0]
    far = quad(lambda x: x * imag_part(x) / (x*x - w*w), top, np.inf,
               epsabs=1e-12)[0]
    return 2 / np.pi * (near + far)


assert abs(root(eps_host + chi(w0)).imag - k0) < 1e-12
probes_nm = [633.0, 436.0, 400.0, 365.0, 313.0]

# Oscillator equation solved in time, then transformed to frequency
times = np.linspace(0, 120, 24001)
motion = solve_ivp(lambda t, y: [y[1], -gamma*y[1] - w0**2*y[0]],
                   (0, 120), [0.0, 1.0], method='DOP853', t_eval=times,
                   dense_output=True, rtol=1e-10, atol=1e-13)
for lam in probes_nm:
    w = HC / lam
    transformed = S * simpson(motion.y[0] * np.exp(1j*w*times), x=times)
    assert abs(transformed - chi(w)) < 1e-5 * abs(chi(w))

# Absorption alone would imply a response before the force acts
Omega = np.sqrt(w0**2 - gamma**2 / 4)
tau = np.pi / (2 * Omega)
odd_part = quad(lambda w: chi(w).imag, 0, np.inf, weight='sin',
                wvar=tau, epsabs=1e-9)[0] / np.pi
even_part = quad(lambda w: chi(w).real, 0, np.inf, weight='cos',
                 wvar=tau, epsabs=1e-9)[0] / np.pi
true_response = S * motion.sol(tau)[0]
closed_response = S * np.exp(-gamma*tau/2) * np.sin(Omega*tau) / Omega
assert abs(true_response - closed_response) < 1e-7
assert abs(even_part + odd_part - true_response) < 1e-6
assert abs(even_part - odd_part) < 1e-6         # total response at -tau
assert abs(odd_part - true_response / 2) < 1e-6

# Dispersion relation for chi and, separately, for the complex index
rows = []
for lam in probes_nm:
    w = HC / lam
    assert abs(kramers_kronig(lambda x: chi(x).imag, w) - chi(w).real) < 1e-6
    before = root(eps_host + chi(w))
    dn, dk = n_host - before.real, -before.imag
    dn_kk = kramers_kronig(lambda x: -root(eps_host + chi(x)).imag, w)
    assert abs(dn_kk - dn) < 1e-6
    rows.append((lam, w, before.real, before.imag, dn, dk, dn_kk))
change = {r[0]: r[4] for r in rows}
assert change[633.0] < 0 < change[313.0]

# Exact sign limits for random bands, including strong ones
rng = np.random.default_rng(4)
size = 4000
s_r = rng.uniform(0.1, 8, size)
w0_r = rng.uniform(1, 5, size)
g_r = rng.uniform(0.1, 0.9, size)
e_r = rng.uniform(1.2, 4, size)
low = w0_r * rng.uniform(0.05, 1, size)
high = np.sqrt(w0_r**2 + s_r/(4*e_r) * rng.uniform(1, 9, size))
assert np.all(root(e_r + chi(low, s_r, w0_r, g_r)).real > np.sqrt(e_r))
assert np.all(root(e_r + chi(high, s_r, w0_r, g_r)).real < np.sqrt(e_r))

# Rate of change of n with band strength at any stage of bleaching
w_r = w0_r * rng.uniform(0.3, 1.8, size)
step = 1e-5
slope = (root(e_r + chi(w_r, s_r + step, w0_r, g_r)).real
         - root(e_r + chi(w_r, s_r - step, w0_r, g_r)).real) / (2*step)
N_r = root(e_r + chi(w_r, s_r, w0_r, g_r))
D_r = w0_r**2 - w_r**2
slope_formula = ((D_r*N_r.real + g_r*w_r*N_r.imag)
                 / (2*abs(N_r)**2 * (D_r**2 + g_r**2*w_r**2)))
assert np.allclose(slope, slope_formula, rtol=1e-4, atol=1e-6)

# Energy at which complete bleaching leaves n unchanged
crossing = brentq(lambda w: root(eps_host + chi(w)).real - n_host,
                  w0, w0 + 0.1, xtol=1e-13)
x = crossing**2 - w0**2
left = x * (x**2 + gamma**2 * crossing**2)
right = S * gamma**2 * crossing**2 / (4 * eps_host)
assert abs(left / right - 1) < 1e-6
crossing_limit = np.sqrt(w0**2 + S/(4*eps_host))
assert w0 < crossing < crossing_limit

# Extrema of the real susceptibility and of the index change
opts = {'xatol': 1e-10}
top_chi = minimize_scalar(lambda w: -chi(w).real, bounds=(w0-1, w0),
                          method='bounded', options=opts)
low_chi = minimize_scalar(lambda w: chi(w).real, bounds=(w0, w0+1),
                          method='bounded', options=opts)
assert abs(-top_chi.fun / (S/(gamma*(2*w0-gamma))) - 1) < 1e-8
assert abs(-low_chi.fun / (S/(gamma*(2*w0+gamma))) - 1) < 1e-8
drop = minimize_scalar(lambda w: n_host - root(eps_host+chi(w)).real,
                       bounds=(w0-1, w0), method='bounded', options=opts)
rise = minimize_scalar(lambda w: root(eps_host+chi(w)).real - n_host,
                       bounds=(w0, w0+1), method='bounded', options=opts)
for extreme in (-drop.fun, -rise.fun):
    assert abs(extreme / (k0/2) - 1) < gamma / w0

# Weak-band estimate far from resonance, with its expected error
far_estimate = {}
for lam in (633.0, 313.0):
    w = HC / lam
    D = w0**2 - w**2
    far_estimate[lam] = -S / (2*n_host*D)
    bound = (gamma*w/D)**2 + abs(chi(w))/eps_host
    assert abs(far_estimate[lam]/change[lam] - 1) < bound

# Oscillator-strength sum and transfer of the lost strength
f_sum = (quad(lambda w: w*chi(w).imag, 0, 20, limit=300)[0]
         + quad(lambda w: w*chi(w).imag, 20, np.inf)[0])
assert abs(f_sum / (np.pi*S/2) - 1) < 1e-6
new_nm = 248.0
W = HC / new_nm


def transfer_change(w, new_centre):
    after = root(eps_host + chi(w, S, new_centre))
    return (after - root(eps_host + chi(w))).real


moved = {lam: transfer_change(HC/lam, W) for lam in (633.0, 313.0)}
w_high = 9.0
moved_high = transfer_change(w_high, W)
assert moved[633.0] < 0 < moved[313.0] and moved_high < 0
w_red, w_low = 2.4, 1.0
moved_red = transfer_change(w_low, w_red)
assert moved_red > 0
for w, centre in ((w_high, W), (w_low, w_red)):
    exact = (chi(w, S, centre) - chi(w)).real
    far = S*(w0**2-centre**2)/((centre**2-w**2)*(w0**2-w**2))
    assert abs(far/exact - 1) < 0.15            # damping is neglected in far

# Gaussian band with the same peak and full width at half maximum
sigma = gamma / np.sqrt(8*np.log(2))
peak = S / (gamma*w0)


def gauss_imag(w):
    return peak*(np.exp(-(w-w0)**2/(2*sigma**2))
                 - np.exp(-(w+w0)**2/(2*sigma**2)))


gaussian = {}
for lam in (633.0, 313.0):
    w = HC / lam
    re = 2*peak/np.sqrt(np.pi)*(dawsn((w+w0)/(np.sqrt(2)*sigma))
                              - dawsn((w-w0)/(np.sqrt(2)*sigma)))
    assert abs(kramers_kronig(gauss_imag, w) - re) < 1e-6
    gaussian[lam] = n_host - root(eps_host + re + 1j*gauss_imag(w)).real
assert gaussian[633.0] < 0 < gaussian[313.0]

# A second band that bleaches together with the first
second_nm = 345.0
S2, w2 = strength(second_nm), HC / second_nm
two_bands = {}
for lam in (633.0, 365.0, 313.0):
    w = HC / lam
    two_bands[lam] = n_host - root(eps_host+chi(w)+chi(w, S2, w2)).real
assert two_bands[633.0] < 0 < two_bands[313.0]


# Density, host dispersion, temperature and local field
def lorentz_lorenz(n):
    return (n*n - 1) / (n*n + 2)


u_host = lorentz_lorenz(n_host)
u_dense = 1.01 * u_host
density_change = np.sqrt((1 + 2*u_dense)/(1 - u_dense)) - n_host
n_before_633 = n_host - change[633.0]
cancel_percent = 100*(lorentz_lorenz(n_before_633)/u_host - 1)
n_uv = 1.80
dn_uv = n_uv - root(n_uv**2 + chi(HC/313.0)).real
dn_dT, heating = -1e-4, 5.0
thermal_change = dn_dT * heating

shift_sq = S / (eps_host + 2)
bare_centre = np.sqrt(w0**2 + shift_sq)
for lam in probes_nm:
    w = HC / lam
    u = u_host + chi(w, shift_sq*(1-u_host), bare_centre)
    assert abs((1+2*u)/(1-u) - eps_host - chi(w)) < 1e-10

film_nm = 1000.0
path_change = 2*film_nm*change[436.0]/436.0

print(f"Band centre: {centre_nm:.0f} nm = {w0:.4f} eV")
print(f"Band width gamma: {gamma:.2f} eV")
print(f"Bleachable absorption at centre: {alpha_um:.2f} 1/um")
print(f"Host index: {n_host:.2f}")
print(f"Peak k before bleaching: {k0:.5f}")
print(f"Band strength S: {S:.5f} eV^2")
print("Index before bleaching and changes on complete bleaching:")
print("nm    eV      n        k        dn        dk        dn(KK)")
for lam, w, n, k, dn, dk, dn_kk in rows:
    print(f"{lam:.0f}  {w:.4f}  {n:.5f}  {k:.5f}  "
          f"{dn:+.5f}  {dk:+.5f}  {dn_kk:+.5f}")
for lam, value in far_estimate.items():
    print(f"Far-from-band estimate of dn at {lam:.0f} nm: {value:+.5f}")
print(f"Largest drop: {drop.fun:+.5f} at {HC/drop.x:.1f} nm")
print(f"Largest rise: {-rise.fun:+.5f} at {HC/rise.x:.1f} nm")
print(f"Half of peak k: {k0/2:.5f}")
print(f"Zero of dn above w0 by: {1e3*(crossing-w0):.3f} meV")
print(f"Upper limit for that shift: {1e3*(crossing_limit-w0):.3f} meV")
print(f"Test time tau: {tau*HBAR_FS:.4f} fs")
print(f"True response at +tau: {true_response:.6f} eV")
print(f"Absorptive part at +tau: {odd_part:+.6f} eV")
print(f"Absorptive part at -tau: {-odd_part:+.6f} eV")
print(f"Dispersive part at -tau: {even_part:+.6f} eV")
print(f"f-sum integral: {f_sum:.5f} eV^2")
print(f"Round-trip path change, {film_nm:.0f} nm film at 436 nm: "
      f"{path_change:+.4f} wavelengths")
print("Neglected effects, index changes:")
for lam in (633.0, 313.0):
    print(f"Gaussian band, {lam:.0f} nm: {gaussian[lam]:+.5f}")
    print(f"Strength moved to {new_nm:.0f} nm, at {lam:.0f} nm: "
          f"{moved[lam]:+.5f}")
print(f"Same transfer, model at {w_high:.1f} eV: {moved_high:+.5f}")
print(f"Transfer to {w_red:.1f} eV, at {w_low:.1f} eV: {moved_red:+.5f}")
for lam, value in two_bands.items():
    print(f"With second band at {second_nm:.0f} nm, at {lam:.0f} nm: "
          f"{value:+.5f}")
print(f"Density +1 percent: {density_change:+.5f}")
print(f"Density rise cancelling dn at 633 nm: {cancel_percent:.3f} percent")
print(f"Host index {n_uv:.2f} instead, at 313 nm: {dn_uv:+.5f}")
print(f"Heating {heating:.0f} K at dn/dT {dn_dT:.0e} 1/K: "
      f"{thermal_change:+.5f}")
print(f"Local-field shift of band: {1e3*(bare_centre-w0):.3f} meV")
print("PASS")
```

Printed output:

```
Band centre: 400 nm = 3.0996 eV
Band width gamma: 0.50 eV
Bleachable absorption at centre: 0.80 1/um
Host index: 1.65
Peak k before bleaching: 0.02546
Band strength S: 0.13025 eV^2
Index before bleaching and changes on complete bleaching:
nm    eV      n        k        dn        dk        dn(KK)
633  1.9587  1.65663  0.00112  -0.00663  -0.00112  -0.00663
436  2.8437  1.66384  0.01284  -0.01384  -0.01284  -0.01384
400  3.0996  1.65020  0.02546  -0.00020  -0.02546  -0.00020
365  3.3968  1.63847  0.01021  +0.01153  -0.01021  +0.01153
313  3.9612  1.64412  0.00192  +0.00588  -0.00192  +0.00588
Far-from-band estimate of dn at 633 nm: -0.00684
Far-from-band estimate of dn at 313 nm: +0.00649
Largest drop: -0.01384 at 436.5 nm
Largest rise: +0.01178 at 371.0 nm
Half of peak k: 0.01273
Zero of dn above w0 by: 1.929 meV
Upper limit for that shift: 1.929 meV
Test time tau: 0.3347 fs
True response at +tau: 0.037127 eV
Absorptive part at +tau: +0.018564 eV
Absorptive part at -tau: -0.018564 eV
Dispersive part at -tau: +0.018564 eV
f-sum integral: 0.20460 eV^2
Round-trip path change, 1000 nm film at 436 nm: -0.0635 wavelengths
Neglected effects, index changes:
Gaussian band, 633 nm: -0.00478
Strength moved to 248 nm, at 633 nm: -0.00477
Gaussian band, 313 nm: +0.00480
Strength moved to 248 nm, at 313 nm: +0.00993
Same transfer, model at 9.0 eV: -0.00015
Transfer to 2.4 eV, at 1.0 eV: +0.00362
With second band at 345 nm, at 633 nm: -0.01091
With second band at 345 nm, at 365 nm: -0.00002
With second band at 345 nm, at 313 nm: +0.01534
Density +1 percent: +0.00824
Density rise cancelling dn at 633 nm: 0.805 percent
Host index 1.80 instead, at 313 nm: +0.00538
Heating 5 K at dn/dT -1e-04 1/K: -0.00050
Local-field shift of band: 4.446 meV
PASS
```
